# Vacancy State at the Band Edge of a Staggered Honeycomb

## What symmetry fixes

Take a honeycomb sheet of $N=L^2$ cells closed into an $L\times L$ torus, with one orthonormal orbital per site. Measure energy from the middle of the gap, so that the onsite energies are $E_A=\Delta$ and $E_B=-\Delta$ with $\Delta>0$. Nearest neighbours are joined by the matrix element $-t$. Electrons do not interact. One A site is now deleted, and nothing else is changed.

A level of the damaged sheet could depend on both energies of the model, so dimensional analysis allows any form $E=\Delta\,g(t/\Delta)$. Sublattice symmetry is what selects $g=-1$ for one level. Write the Hamiltonian after the deletion as

$$H'=\Delta\,\Gamma+K,$$

where $\Gamma$ is $+1$ on A sites and $-1$ on B sites, and $K$ contains the hopping. Every hop changes sublattice, so $\Gamma K=-K\Gamma$. With $\Gamma^2=1$, the cross terms in the square cancel:

$$H'^2=\Delta^2+K^2 .$$

An eigenvector $v$ of energy $E$ therefore has $\|Kv\|^2=(E^2-\Delta^2)\|v\|^2$, which requires $|E|\ge\Delta$. No level can enter the open gap.

The operator $K\Gamma$ anticommutes with $H'$, because

$$H'K\Gamma=-\Delta K+K^2\Gamma,\qquad K\Gamma H'=\Delta K-K^2\Gamma .$$

It therefore turns a state of energy $E$ into one of energy $-E$. The result is nonzero unless $Kv=0$, that is, unless $E=\pm\Delta$. Levels with $|E|>\Delta$ thus come in pairs whose energies add to zero.

Let $n_\pm$ be the number of levels at $\pm\Delta$. The trace of $H'$ is the sum of its onsite energies and also the sum of its levels:

$$(N-1)\Delta-N\Delta=-\Delta=(n_+-n_-)\Delta .$$

Hence $n_-=n_++1$, and at least one level lies at $E_B$. For such a level $Kv=0$, so $\Delta\Gamma v=-\Delta v$, and $v$ lives on B alone.

Symmetry fixes the difference $n_--n_+$, but not the two numbers separately. It does not tell whether the deletion created the state or whether the state was there before. Both derivations below settle this.

## First derivation: counting equations

Let $T$ be the $N\times N$ matrix that takes amplitudes on B to A sites. Before the deletion,

$$H=\begin{pmatrix}\Delta & T\\ T^\dagger & -\Delta\end{pmatrix}.$$

Assume that $T$ is invertible. A state at $-\Delta$ with amplitudes $\varphi$ on A and $\psi$ on B would obey

$$2\Delta\,\varphi+T\psi=0,\qquad T^\dagger\varphi=0 .$$

The second equation gives $\varphi=0$, and the first then gives $\psi=0$. The intact sheet has no state at $E_B$.

Deleting an A site deletes one row of $T$ and leaves a matrix $T'$ with $N-1$ rows and $N$ columns. The deletion may be treated more generally, with a different energy $E_j$ on each A site, provided that every $E_j>E_B$. The equations at energy $E_B$ are

$$(E_j-E_B)\varphi_j+(T'\psi)_j=0,\qquad T'^\dagger\varphi=0 .$$

Multiply the first by $\varphi_j^*$ and sum over the A sites:

$$\sum_j(E_j-E_B)|\varphi_j|^2=-\varphi^\dagger T'\psi=-(T'^\dagger\varphi)^\dagger\psi=0 .$$

Each term on the left is non-negative, so $\varphi=0$. What remains is

$$T'\psi=0 .$$

These are $N-1$ linear equations for $N$ unknowns, so a nonzero solution exists. The rows of the invertible $T$ are independent, and so are the $N-1$ rows that are kept. The solution space has dimension $N-(N-1)=1$. The deletion has created exactly one state at $E_B$, and it lies wholly on B.

Physically, each A site imposes one condition on a B state: the waves arriving from its three neighbours must cancel. If they cancel everywhere, the B electron never leaves its sublattice and its energy is the bare onsite energy. The intact sheet has as many conditions as amplitudes. The vacancy lifts one condition.

For uniform A energies, the remaining levels are $E=\pm\sqrt{\Delta^2+s'^2}$, where the $s'$ are the $N-1$ nonzero singular values of $T'$. None of them lies in the gap or at its edges. Deleting a B site instead exchanges the roles of the sublattices and creates one state on A at $E_A$.

**When the deletion creates nothing.** If $T$ is not invertible, the number of states at $E_B$ is still the number of independent solutions of $T'\psi=0$. It rises by one if the deleted row is independent of the others, and stays the same if it is not. The limit $t=0$ shows the second case: all $N$ B orbitals already sit at $E_B$, and removing an A atom adds none.

**A second vacancy.** Suppose that a B site $b$ is deleted as well. The hopping block is then square, and by the cofactor formula its determinant is, up to sign,

$$\det T\,(T^{-1})_{b0}=\det T\,\psi(b),$$

where $0$ labels the deleted A site and $\psi$ is normalized by $T\psi=e_0$, the unit vector on that site. The level at $E_B$ therefore survives if the vacancy state had a node at $b$, and is lost otherwise.

## Second derivation: the propagator at the missing site

This route uses the translation symmetry of the intact sheet. Label cells by $R$, and let the A site of cell $R$ be bonded to the B sites of cells $R$, $R-a_1$ and $R-a_2$. Acting on a plane wave $e^{ik\cdot R}$, the matrix $T$ gives the factor

$$f(k)=-t\left(1+e^{-ik_1}+e^{-ik_2}\right),\qquad k_j=k\cdot a_j=\frac{2\pi m_j}{L}.$$

For each $k$ the problem is two by two, and its resolvent is

$$\begin{pmatrix}E-\Delta&-f\\-f^*&E+\Delta\end{pmatrix}^{-1}
=\frac{1}{E^2-\Delta^2-|f|^2}\begin{pmatrix}E+\Delta&f\\ f^*&E-\Delta\end{pmatrix}.$$

Each plane wave has weight $1/N$ on a given site, so the diagonal element of $G=(E-H)^{-1}$ at the A site to be removed is

$$G_{00}(E)=(E+\Delta)F(E),\qquad F(E)=\frac1N\sum_k\frac{1}{E^2-\Delta^2-|f(k)|^2}.$$

A diagonal element of an inverse matrix is a cofactor divided by the determinant. The cofactor here is the determinant with the row and column of site $0$ deleted, which is $\det(E-H')$. Therefore

$$\det(E-H')=(E+\Delta)\,F(E)\prod_k\left(E^2-\Delta^2-|f(k)|^2\right).$$

Suppose that $f$ vanishes at no allowed $k$, which is the invertibility of $T$ in Bloch form. At $E=-\Delta$ the product is nonzero, and

$$F(-\Delta)=-\frac1N\sum_k\frac1{|f(k)|^2}<0 .$$

The factor $E+\Delta$ thus gives a simple zero. Since $H'$ is Hermitian, a simple zero means exactly one state. For $-\Delta<E\le\Delta$, every denominator in $F$ is negative, the product is nonzero and $E+\Delta>0$. There is no further level in the gap or at its upper edge.

**The wavefunction.** The column $Ge_0$ obeys $(E-H)Ge_0=e_0$. Where $G_{00}=0$, this column vanishes on site $0$ and satisfies the eigenvalue equation on every other site. It is then the eigenvector of $H'$. At $E=-\Delta$ its A components carry the factor $E+\Delta=0$, while its B components are built from $f^*/(-|f|^2)=-1/f$. Dropping the overall sign,

$$\psi(R)=\frac1N\sum_k\frac{e^{ik\cdot R}}{f(k)} .$$

Applying $T$ cancels $f$ and leaves $T\psi=e_0$. This is the solution of $T'\psi=0$ found by counting.

A rotation by $120^\circ$ about the vacancy maps the torus onto itself and leaves $e_0$ unchanged. The solution of $T\psi=e_0$ is unique, so $\psi$ is equal on the three neighbours of the vacancy. The equation at site $0$ reads $-3t\psi=1$, hence

$$\psi_{\rm nn}=-\frac{1}{3t}.$$

Define the dimensionless norm

$$\sigma=t^2\sum_R|\psi(R)|^2=\frac{t^2}{N}\sum_k\frac1{|f(k)|^2}.$$

The fraction of the state on the three neighbours is then

$$w=\frac{3/(9t^2)}{\sigma/t^2}=\frac{1}{3\sigma}.$$

The stagger $\Delta$ has dropped out of $\psi$. As $\Delta\to0$ the same wavefunction remains, with its energy at zero, where the two onsite energies meet.

**The exceptional tori.** The equation $f=0$ requires $\sin k_1=-\sin k_2$ and $\cos k_1+\cos k_2=-1$. The first allows $k_2=-k_1$ or $k_2=k_1+\pi$. The latter makes the cosines cancel and is excluded. The former gives $\cos k_1=-\tfrac12$, so the zeros are

$$(k_1,k_2)=\pm\left(\tfrac{2\pi}{3},-\tfrac{2\pi}{3}\right),$$

the corners $K$ and $K'$ of the Brillouin zone. They are allowed wavevectors when $L$ is a multiple of 3.

In that case the product contains $(E^2-\Delta^2)^2$, and $F$ contains the term $(2/N)/(E^2-\Delta^2)$. Near either edge, $\det(E-H')$ behaves as $(E+\Delta)(E^2-\Delta^2)$, up to a nonzero factor. This has a double zero at $-\Delta$ and a simple zero at $+\Delta$. The intact sheet had two states at each. The deletion has therefore created no B state and removed one A state. The count for $L=6$ gives 2 before and 2 after at $E_B$, and 2 before and 1 after at $E_A$. The relation $n_-=n_++1$ still holds.

## The infinite sheet

On an infinite sheet the energy $E_B$ is the top of the valence band, reached at $K$ and $K'$. A normalizable vacancy state there would again have $\varphi=0$, by the sum used in the first derivation. It would obey $T\psi=c\,e_0$, or $\psi(k)=c/f(k)$.

Expand near $K$ with $k_1=2\pi/3+\kappa_1$, $k_2=-2\pi/3+\kappa_2$ and $\omega=e^{2\pi i/3}$. The constant terms cancel, and to first order

$$f\simeq it\left(\omega^*\kappa_1+\omega\kappa_2\right),\qquad |f|^2\simeq t^2\left(\kappa_1^2+\kappa_2^2-\kappa_1\kappa_2\right).$$

The cross term is $2\kappa_1\kappa_2\,{\rm Re}\,(\omega^*)^2=-\kappa_1\kappa_2$. In two dimensions the integral of $1/|f|^2$ diverges logarithmically at such a point. Normalizability forces $c=0$, and then $\psi=0$. The infinite sheet has no bound state at $E_B$. The solution is a threshold resonance, with a norm that grows without limit.

The growth rate follows from the same expansion. The quadratic form has determinant $1-\tfrac14=\tfrac34$, so the change to variables in which it equals $x^2$ gives a factor $2/\sqrt3$. One corner contributes

$$\frac{1}{4\pi^2}\,\frac{2}{\sqrt3}\,2\pi\int\frac{dx}{x}=\frac{1}{\sqrt3\,\pi}\ln L+\text{constant},$$

since the lower limit, the distance from $K$ to the nearest allowed wavevector, scales as $1/L$. The two corners together give

$$\sigma\simeq\frac{2}{\sqrt3\,\pi}\ln L+\text{constant},\qquad \frac{2}{\sqrt3\,\pi}=0.3676 .$$

The sums at $L=800$ and $L=1600$ give a slope of 0.3664, lower by 0.3% of the formula's value. The neighbour fraction $1/(3\sigma)$ falls from 0.251 at $L=20$ to 0.114 at $L=1600$, and approaches a $1/\ln L$ decay gradually, as the logarithm outgrows the constant in $\sigma$. Every torus in this sequence has its one exact state, but that state spreads as the torus grows.

## What each derivation assumes

Both derivations, as written, assume hopping that connects A to B alone, a common energy on all B sites and an orthonormal basis. They differ in what else they use.

Counting needs no translation symmetry. The A–B hoppings may all differ, and so may the A energies. If the A energies stay above $E_B$ and the rows of $T'$ are independent, the level is the only one at $E_B$. A bond-length change that alters nothing but A–B hopping does not move the level. For $L=8$, with each hopping multiplied by a random factor between 0.7 and 1.3 and each A energy shifted at random by up to 0.5 eV, one level was found within $10^{-9}$ eV of $E_B$.

Counting also covers a periodic array of vacancies. A Bloch phase across the supercell changes the entries of $T'$ but not its shape, so a solution exists at every phase. The array has a flat band at $E_B$.

The propagator derivation, as written, starts from an intact crystal with uniform energies and hoppings, because it uses Bloch sums. In return these sums give explicit expressions for the wavefunction and the norm, and the logarithmic growth of the norm with $L$. Counting alone could not show that the state ceases to be normalizable, because comparing the numbers of rows and columns has no meaning when both are infinite.

Not every failure of the shared assumptions moves the level. A state on B alone does not feel hopping between A sites. An overlap matrix $S'$ between A and B only replaces $T'$ by $T'-E_BS'$, which still has fewer rows than columns. Changes within B, in its onsite energies, hopping or overlap, can move the level. Two cases can be evaluated to first order. A potential $U$ on the three neighbours acts on the fraction $w$, so

$$\delta E=\frac{U}{3\sigma}.$$

A second-neighbour element $t_2$ gives each B plane wave the energy

$$t_2\left[2\cos k_1+2\cos k_2+2\cos(k_1-k_2)\right]=t_2\left(\frac{|f|^2}{t^2}-3\right).$$

Averaging with the weights $1/|f|^2$ turns the first term into $t_2/\sigma$:

$$\delta E=t_2\left(\frac1\sigma-3\right).$$

The band energy at $K$, where $f=0$, moves by $-3t_2$. Relative to it, the vacancy level moves by $t_2/\sigma$. For $L=20$ the slopes from diagonalization, 0.2510 for $U$ and $-2.2470$ for $t_2$, agree with both formulas to the digits shown.

## Worked example: a missing boron atom

Monolayer hexagonal boron nitride, an insulator used next to two-dimensional channels, suggests the regime. Boron is A and nitrogen is B. The parameters are rough: $\Delta=3.5$ eV, $t=2.5$ eV and lattice constant $a=0.25$ nm. One vacancy in $20\times20$ cells corresponds to the density

$$\frac{1}{400\,(\sqrt3/2)\,(0.25\times10^{-7}\ \text{cm})^2}=4.6\times10^{12}\ \text{cm}^{-2}.$$

This density follows from the chosen cell, not from a material.

Before the deletion the highest valence level is $-3.527$ eV, and no level lies at $-3.5$ eV. Afterwards one does, with weight below $10^{-18}$ on boron. The next level down is still $-3.527$ eV, for a reason that can be traced. Since $|f(-k)|=|f(k)|$, the old top level is degenerate, and some combination of its states has a node at the deleted site and survives. No other paired level can lie closer to the gap, because $T'T'^\dagger$ is $TT^\dagger$ with one row and column removed, and its smallest eigenvalue cannot be lower.

With $\sigma=1.328$, the three nitrogen neighbours hold

$$w=\frac{1}{3\times1.328}=0.251 .$$

Three quarters of the state lies farther out, even in a cell 5 nm wide.

In a real crystal the neighbours of a vacancy do not keep their bulk onsite energy, and for the potential chosen below this matters most among the effects sized here. Suppose that boron is removed as an ion of charge $+1$, so that the missing positive charge raises the electron energy nearby. That charge at the bond length of 0.144 nm, screened by a rough relative permittivity of 4, gives $U=2.5$ eV. Removing a neutral atom would give a smaller $U$, because its own electrons largely cancel the core potential at that distance. First order predicts a shift of $2.494\times0.251=0.63$ eV. Diagonalization with the same $U$ puts the highest level of the lower set at $-1.94$ eV, a shift of 1.56 eV. That state has 73% of its weight on the three neighbours and a squared overlap of 0.47 with the original one. The perturbation has reshaped the state. First order fails well below this strength: at $U=0.1$ eV the full shift already exceeds it by 28% in this cell and by 48% at $L=40$. The level and the 73% do not change between $L=20$ and $L=61$, whereas the overlap falls to 0.36 at $L=61$ as the original state spreads. The level is now well inside the gap, and the same $U$ lifts two further levels of the lower set into the gap below it.

Three other effects, each sized without $U$, are smaller:

- With $t_2=0.1$ eV (rough), the highest level of the lower set is $-3.68$ eV. The infinite-sheet band edge moves to $-3.5-3(0.1)=-3.8$ eV, so the level stands 0.12 eV above it. For this cell first order gives $0.1/1.328=0.08$ eV, which is too small by about 0.05 eV at this $t_2$.
- A rough onsite repulsion of 6 eV, multiplied by $\sum|\psi|^4=0.034$ for the normalized state, gives an onsite cost of 0.20 eV for a second electron. This value belongs to the chosen cell: it falls to 0.15 eV at $L=40$ and 0.08 eV at $L=160$ as the state spreads. Repulsion between different sites is left out and would add to this. In the state contracted by $U$, the 73% on three neighbours alone raises the onsite cost to about $6\times0.73^2/3=1.1$ eV.
- The thermal energy at 300 K is 0.026 eV, about one sixtieth of the shift caused by $U$.

The estimate of $U$ keeps the core potential on the three neighbours and omits its tail. It also leaves out dangling in-plane bonds, full relaxation and the self-consistent response of the charge. The value $-1.94$ eV therefore shows how far a potential of this size can move the level, and does not predict a level of the real defect. The numerical output lists the main values used here.

## Calculated quantities

```
onsite energy A (boron-like): 3.50 eV
onsite energy B (nitrogen-like): -3.50 eV
hopping strength t: 2.50 eV
lattice constant: 0.250 nm; bond length: 0.1443 nm
cells per side: 20; cells: 400; side: 5.00 nm
vacancy density: 4.619e+12 per cm2
levels at E_B before, after: 0, 1
vacancy level: -3.5000000000 eV
weight on sublattice A below 1e-18: True
highest valence level before deletion: -3.52741 eV
next level below the vacancy level: -3.52741 eV
lowest upper level after deletion: 3.52741 eV
psi on each neighbour (T psi = 1): -0.133333 per eV
weight on the three neighbours: 0.25099
L = 10: sigma = 1.01434, neighbour weight = 0.32862
L = 20: sigma = 1.32810, neighbour weight = 0.25099
L = 40: sigma = 1.55057, neighbour weight = 0.21497
L = 800: sigma = 2.66236, neighbour weight = 0.12520
L = 1600: sigma = 2.91634, neighbour weight = 0.11430
d sigma / d ln L, grid sums: 0.36642
d sigma / d ln L, cone integral: 0.36755
L = 6, levels at E_B before, after; at E_A before, after: 2, 2, 2, 1
level slope with U, diagonalization: 0.25099
level slope with U, formula: 0.25099
level slope with t2, diagonalization: -2.24704
level slope with t2, formula: -2.24704
relative permittivity (rough): 4.0
core potential U on neighbours: 2.494 eV
first-order shift from U: 0.626 eV
highest lower-set level with U: -1.943 eV
its full shift from E_B: 1.557 eV
its squared overlap with the old state: 0.468
its weight on the three neighbours: 0.726
second-neighbour element t2 (rough): 0.10 eV
highest lower-set level with t2: -3.6771 eV
infinite-lattice band edge with t2: -3.8000 eV
level above that edge: 0.1229 eV
first-order value t2/sigma: 0.0753 eV
onsite repulsion (rough): 6.0 eV
sum of |psi|^4, normalized state: 0.03410
double-occupation cost: 0.2046 eV
thermal energy at 300 K: 0.0259 eV
```
